# Near-Degenerate Contact Resistivity Without Subtracting Nearly Equal Currents

## What dimensions and equilibrium fix

The specific contact resistivity \(\rho_c\) is defined by the conductance per area at zero bias,

\[
G=\frac1{\rho_c}=\left.\frac{dJ}{dV}\right|_{V=0}.
\]

In Gaussian units \(e^2/\hbar\) is a conductance. If electrons of mass \(m\) cross a plane interface with conserved parallel momentum, an energy \(\mathcal E\) supplies an inverse area \(m\mathcal E/\hbar^2\). Hence \(G\) must be a pure number times \(e^2m\mathcal E/\hbar^3\), where \(\mathcal E\) is an energy range weighted by transmission and occupation.

Equilibrium adds a second constraint. At \(V=0\) the two opposite electron flows cancel at each energy, whatever the barrier. A small change of the barrier alone therefore drives no current, and \(G\) can depend on the equilibrium barrier but not on how the barrier responds to bias. A numerical scheme should respect this cancellation before any rounding occurs.

## The two currents

Consider an n-type semiconductor with one parabolic, isotropic band. Let \(E\) be the energy of motion normal to the interface, measured from the bulk band edge, and \(\varepsilon\) the parallel kinetic energy. A bias \(V>0\) lowers the metal Fermi level from \(\mu\) to \(\mu-eV\). \(J\) is positive when the net electron flow is from semiconductor to metal. The metal is assumed to offer a state for every transmitted electron.

With two spins and normal velocity \(v_x\),

\[
J=2e\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,v_xT(E,V)\,
[f_s(E+\varepsilon)-f_m(E+\varepsilon)],
\]

where \(f_s\) and \(f_m\) are Fermi functions with Fermi levels \(\mu\) and \(\mu-eV\). Since \(v_x\,dk_x=dE/\hbar\) and \(d^2k_\parallel=(2\pi m/\hbar^2)\,d\varepsilon\), the prefactor is

\[
\frac{2e}{8\pi^3}\,\frac1\hbar\,\frac{2\pi m}{\hbar^2}
=\frac{em}{2\pi^2\hbar^3}\equiv C .
\]

The parallel integral is elementary:

\[
S(E;\mu)=\int_0^\infty\frac{d\varepsilon}{1+e^{(E+\varepsilon-\mu)/kT}}
=kT\ln\!\left[1+e^{(\mu-E)/kT}\right].
\]

Therefore

\[
J(V)=C\int_0^\infty T(E,V)\,[S(E;\mu)-S(E;\mu-eV)]\,dE. \tag{1}
\]

The naive scheme evaluates the two terms as separate fluxes, subtracts them and divides by a small \(V\). To judge it we need the transmission.

## The barrier and its response to bias

Assume uniform, fully ionized donors of density \(N\), and neglect free electrons in the depletion layer. Poisson's equation for the electron potential energy is \(U''=4\pi e^2N/\epsilon\), with \(\epsilon\) the permittivity. The solution with zero value and slope at depth \(W\) is

\[
U(x)=\phi\left(1-\frac xW\right)^2,\qquad
\frac{2\phi}{W^2}=\frac{4\pi e^2N}{\epsilon}
\;\Rightarrow\; W^2=\frac{\epsilon\phi}{2\pi e^2N}.
\]

The barrier height \(\phi_B\) is fixed relative to the metal Fermi level, so \(\phi(V)=\mu+\phi_B-eV\). Charge neutrality in the bulk determines \(\mu\):

\[
N=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt E\,dE}{1+e^{(E-\mu)/kT}} .
\]

For \(E<\phi\) the WKB transmission is \(T=e^{-A}\), where \(A\) is twice the integrated decay constant. Put \(y=1-x/W\), \(u=E/\phi\) and \(s=\sqrt{1-u}\). Then

\[
A=\frac{2W\sqrt{2m\phi}}{\hbar}\int_{\sqrt u}^1\!\sqrt{y^2-u}\,dy
=\frac{W\sqrt{2m\phi}}{\hbar}
\left[s-u\ln\frac{1+s}{\sqrt u}\right].
\]

Because \(u=(1-s)(1+s)\), the logarithm is \(\operatorname{artanh}s\). Inserting \(W\) gives

\[
A=\frac{\phi s-E\operatorname{artanh}s}{E_{00}},\qquad
E_{00}=e\hbar\sqrt{\frac{\pi N}{m\epsilon}} . \tag{2}
\]

Above the top we set \(T=1\). This model omits quantum reflection and image-force lowering.

Two derivatives of (2) are useful. With \(1-s^2=E/\phi\),

\[
\frac{\partial A}{\partial\phi}
=\frac1{E_{00}}\left[s+\phi\frac{\partial s}{\partial\phi}
-\frac{E}{1-s^2}\frac{\partial s}{\partial\phi}\right]
=\frac{s}{E_{00}},
\]

because the last two terms cancel. The same cancellation gives \(\partial A/\partial E=-\operatorname{artanh}(s)/E_{00}\).

## What the subtraction does to errors

Let \(F_0=C\int TS\,dE\) be the one-way current at zero bias. The net current is about \(GV\), and the next section shows that \(G=eC\int Tf\,dE\), with \(f\) the equilibrium Fermi function. The ratio of the two is

\[
\frac{F_0}{GV}=\frac{v_0}{V},\qquad
v_0=\frac{\int TS\,dE}{e\int Tf\,dE}. \tag{3}
\]

A relative error \(\delta\) in one flux, not shared by the other, thus becomes a relative error \(\delta v_0/V\) in the conductance. Rounding gives an error of order \(uv_0/V\), where from here on \(u\) denotes the unit roundoff, \(1.11\times10^{-16}\) in double precision.

The voltage \(v_0\) has a lower bound. With \(z=e^{(\mu-E)/kT}\), the function \(\ln(1+z)-z/(1+z)\) vanishes at \(z=0\) and has derivative \(z/(1+z)^2\ge0\). Hence \(S\ge kTf\) and \(v_0\ge kT/e\). The bound is approached in the dilute limit, where both \(\ln(1+z)\) and \(z/(1+z)\) tend to \(z\). A bias far below the thermal voltage therefore guarantees strong cancellation in this model.

Quadrature errors behave differently from rounding. On a common mesh, the quadrature error is a linear functional \(R\) of the integrand. Subtraction leaves

\[
R[TS(\mu)]-R[TS(\mu-eV)]\simeq eV\,R[Tf],
\]

which is proportional to \(V\), like the current itself. The relative error is then not amplified by \(1/V\). If the two fluxes use different meshes, their functionals differ and a mismatch survives as \(V\to0\). Adaptive integration makes this possible, since each flux may choose its own panels.

A larger bias reduces the cancellation but introduces truncation error. Expanding the bracket in (1),

\[
S(\mu)-S(\mu-eV)=eVf-\frac{e^2V^2}{2kT}f(1-f)+\cdots,
\]

because \(\partial S/\partial\mu=f\) and \(\partial f/\partial\mu=f(1-f)/kT\). The barrier top moves by \(-eV\), so

\[
T(E,V)=T\left(1+\frac{eVs}{E_{00}}+\cdots\right),
\]

with \(s=0\) above the top. Multiplying the two expansions and dividing by the leading term gives

\[
\frac{J}{GV}=1+c_1V+\cdots,\qquad
c_1=e\left[\frac{\langle s\rangle}{E_{00}}
-\frac{\langle1-f\rangle}{2kT}\right], \tag{4}
\]

where averages carry the weight \(Tf\). The first term describes the barrier becoming thinner and lower under forward bias; the second describes the curvature of the supply.

For the one-sided quotient \(J/V\), the error scale is \(|c_1|V+uv_0/V\). Setting its derivative to zero gives

\[
V_*=\sqrt{\frac{uv_0}{|c_1|}},\qquad
\text{error scale}=2\sqrt{uv_0|c_1|}.
\]

A smaller step than \(V_*\) makes the result worse. A central difference removes the term in \(c_1\) but still divides rounded fluxes by a small voltage.

## Differentiate first, then integrate

Differentiate (1) under the integral:

\[
\frac{dJ}{dV}=C\int_0^\infty\left\{
\frac{\partial T}{\partial V}[S(\mu)-S(\mu-eV)]
+T\,e f(E;\mu-eV)\right\}dE .
\]

The sign of the second term is positive because \(-S(\mu-eV)\) is differentiated and its Fermi level falls with \(V\). At \(V=0\) the first bracket vanishes, as the equilibrium argument required. What remains is

\[
\boxed{\frac1{\rho_c}=\frac{e^2m}{2\pi^2\hbar^3}
\int_0^\infty T(E)\,f(E)\,dE},\qquad
f=\frac1{1+e^{(E-\mu)/kT}} . \tag{5}
\]

The integrand is positive, and no bias step appears. The Fermi function here is itself an integrated Fermi derivative:

\[
\int_0^\infty\left[-\frac{\partial f(E+\varepsilon)}{\partial\varepsilon}\right]d\varepsilon=f(E).
\]

So (5) does not contradict the rule that linear conduction comes from a thermal window around \(\mu\). That window acts on the total energy. Electrons with \(E\) well below \(\mu\) still contribute, through states whose parallel energy brings the total near \(\mu\).

If the current at finite \(V\) is wanted, the subtraction can be done analytically. With \(z\) as before and \(r=e^{-eV/kT}\),

\[
\frac{1+zr}{1+z}=1+\frac{z}{1+z}(r-1)=1+f(r-1),
\]

and hence

\[
S(\mu)-S(\mu-eV)=-kT\ln[1+f(r-1)]. \tag{6}
\]

For biases up to a few \(kT/e\), functions that evaluate \(e^x-1\) and \(\ln(1+x)\) accurately at small \(x\) keep the relative precision of (6). At much larger forward bias \(1+f(r-1)\) can itself cancel where \(f\) is close to one; the two supply terms are then well separated and can be subtracted directly. The sign of (6) is the same at every energy, so the integral contains no large opposing contributions. A finite difference built this way has truncation error but avoids the \(1/V\) rounding error. The fault of the naive scheme is thus the order of rounding and subtraction, not the finite step as such.

## Adapting the energy integral

Two features limit a fixed energy grid. The first is that the exponent (2) is not smooth at either end of the tunnelling range. At \(E=0\) it contains a term in \(E\ln E\), which is the stronger limit in the 300 K example below. Near the top, expanding (2) in small \(s\) gives

\[
A\simeq\frac{\phi}{E_{00}}\left[s-(1-s^2)\left(s+\frac{s^3}{3}\right)\right]
\simeq\frac{2\phi}{3E_{00}}\,s^3 ,
\]

a half-integer power of \(\phi-E\). The substitution

\[
E=\phi\sin^2\theta,\qquad s=\cos\theta,\qquad
dE=2\phi\sin\theta\cos\theta\,d\theta
\]

makes the exponent smooth at the top. At \(\theta=0\) a weaker logarithm remains, of order \(\theta^3\ln\theta\) in the integrand.

The second feature is the Fermi edge, whose width is of order \(kT\). Its position is known, but the part of it that matters depends on \(T(E)\). The scheme lets the integrand decide:

1. Apply a Gauss rule to a panel and to its two halves.
2. Take the difference between the two results as the error estimate and keep the sum over the halves.
3. Split the panel with the largest estimate until the summed estimates meet the requested relative tolerance.

The energies above the barrier contribute \(\int_\phi^\infty f\,dE=kT\ln[1+e^{(\mu-\phi)/kT}]\).

At 4 K, with the parameters of the example below, the tunnelling integral took 550 evaluations and had a relative error of \(4\times10^{-12}\) against an independent integration split around the Fermi edge. Equal panels with the same Gauss rule and the same number of evaluations gave an error of \(2\times10^{-3}\).

## A contact a few \(kT\) into the band

Take round model parameters: \(m=0.30\) electron masses, \(\epsilon=12\), \(\phi_B=0.40\) eV, \(N=2.0\times10^{19}\) cm\(^{-3}\) and 300 K. Neutrality gives \(\mu=0.0825\) eV, or \(3.19\,kT\). The barrier top is \(0.0825+0.40=0.4825\) eV, \(E_{00}=0.0438\) eV and \(W=5.66\) nm.

The integral in (5) is \(7.332\times10^{-5}\) eV. Equation (5) keeps its form in SI units with \(e\) in coulombs, and its prefactor is then \(4.855\times10^{9}\ \Omega^{-1}\,\mathrm{cm^{-2}\,eV^{-1}}\). Thus

\[
\rho_c=\frac{1}{(4.855\times10^{9})(7.332\times10^{-5})}
=2.81\times10^{-6}\ \Omega\,\mathrm{cm^2}
=2.81\times10^{-10}\ \Omega\,\mathrm{m^2}.
\]

A direct sum over wave vectors, using the derivative of \(f\) in total energy, agrees to all printed digits. A 30-digit finite difference that includes the moving barrier agrees with (5) to a relative \(4\times10^{-15}\). This confirms that the barrier response drops out, and that the naive formula is correct when enough digits are carried.

For the truncation coefficient, \(\langle s\rangle=0.8379\) and \(\langle1-f\rangle=0.7655\) give

\[
c_1=\frac{0.8379}{0.04376}-\frac{0.7655}{2(0.02585)}
\simeq19.15-14.81=4.34\ \mathrm{V^{-1}},
\]

which the stable current reproduces. With \(v_0=0.0314\) V, the relative errors of \(dJ/dV\) are:

| Step (V) | One-sided | Central | Central with (6) |
|---|---|---|---|
| \(10^{-4}\) | \(4.3\times10^{-4}\) | \(3.9\times10^{-7}\) | \(3.9\times10^{-7}\) |
| \(10^{-6}\) | \(4.3\times10^{-6}\) | \(4.0\times10^{-11}\) | \(3.9\times10^{-11}\) |
| \(10^{-8}\) | \(4.3\times10^{-8}\) | \(5.4\times10^{-10}\) | \(9.3\times10^{-15}\) |
| \(10^{-12}\) | \(4.1\times10^{-6}\) | \(3.2\times10^{-6}\) | \(5.6\times10^{-15}\) |

The first two columns subtract separate fluxes. Their errors first fall with the step and then rise as \(1/V\). At \(10^{-12}\) V the estimate \(uv_0/V\) is \(3.5\times10^{-6}\), of the same order as both measured values. The rounding of \(\mu-eV\) adds a second error that also grows as \(1/V\), of order \(u\mu/(eV)\). In this example it alone has a median near \(3\times10^{-6}\) at that step, so the measured values contain both sources. The balanced one-sided step is \(9.0\times10^{-10}\) V, with a predicted error scale of \(7.8\times10^{-9}\) and a measured median of \(3.6\times10^{-9}\). The prediction adds the two magnitudes, although the errors may partly cancel, and its rounding term is only an order-of-magnitude estimate. It therefore gives a scale, not a precise error.

The table also limits the complaint against finite differences. With tightly converged fluxes and a step near \(10^{-6}\) V, the central difference is good to about ten digits. The danger is greater when quadrature errors are not shared. In a trial at \(10^{-6}\) V, one flux had a relative quadrature error of \(1.73\times10^{-9}\) and the other was tightly converged. Equation (3) predicts

\[
(1.73\times10^{-9})\frac{0.0314}{10^{-6}}=5.4\times10^{-5},
\]

as found. Using the loose tolerance for both fluxes reduced the error to \(1.8\times10^{-9}\): the less accurate pair gave the more accurate difference.

These digits measure the arithmetic, not the physics. Within the same WKB rule, a classical image force alone would lower \(\rho_c\) in this example by a factor of about 3, and free electrons kept in the depletion layer would alone raise it by a factor of about 1.7. The metal matters too. If WKB is replaced by the wave transmission through the original barrier, with a metal band of the same mass, \(\rho_c\) is multiplied by 0.52 when the bottom of the metal band lies 0.5 eV below the semiconductor band edge, and by 1.5 when it lies 10 eV below. The value is therefore that of the model, not a prediction for a real contact. At fixed \(\mu\), \(\partial\ln\rho_c/\partial\phi_B=\langle s\rangle/E_{00}\simeq19\ \mathrm{eV^{-1}}\). Raising the barrier height by 0.01 eV already raises \(\rho_c\) by about 21 percent, and lowering it by 0.01 eV lowers \(\rho_c\) by about 17 percent.

## Why both simple occupations fail here

For dilute electrons, \(f\simeq e^{(\mu-E)/kT}\). The maximum of \(Tf\) below the top then satisfies \(\operatorname{artanh}(s)/E_{00}=1/kT\), so

\[
E_{\rm peak}=\frac{\phi}{\cosh^2(E_{00}/kT)} .
\]

At \(5\times10^{18}\) cm\(^{-3}\) this gives about 0.22 eV, near the computed mean normal energy of 0.226 eV and far above \(\mu\simeq0.016\) eV. Boltzmann occupation is adequate, with \(\rho_c\) low by 0.8 percent. At \(2\times10^{19}\) cm\(^{-3}\) the same formula gives about 0.061 eV, below \(\mu\), where the Boltzmann factor exceeds one. The approximation has placed the peak of its integrand where it is invalid. It gives \(1.57\times10^{-6}\ \Omega\,\mathrm{cm^2}\), 44 percent too low. A step at \(\mu\) discards the thermally raised electrons and gives \(1.06\times10^{-5}\ \Omega\,\mathrm{cm^2}\), 3.8 times too high.

If over-barrier flow dominates and the electrons are dilute, (5) becomes

\[
\frac1{\rho_c}=\frac{e^2m\,kT}{2\pi^2\hbar^3}\,e^{-\phi_B/kT},
\]

because \(\phi-\mu=\phi_B\). This is the thermionic limit.

In the opposite, field-emission limit, linearize the exponent about \(\mu\): \(T(E)\simeq T(\mu)e^{b(E-\mu)}\), with \(b=\operatorname{artanh}(s_\mu)/E_{00}\) and \(s_\mu\) the value of \(s\) at \(E=\mu\). If \(b\mu\gg1\), the lower limit may be moved to \(-\infty\), and for \(bkT<1\)

\[
\int_{-\infty}^{\infty}e^{b(E-\mu)}f\,dE=\frac{\pi kT}{\sin(\pi bkT)} .
\]

This tends to \(1/b\) as \(kT\to0\), the step result. Integration by parts with \(\partial S/\partial E=-f\) also gives \(v_0=1/(eb)\), so the cancellation voltage is then set by tunnelling rather than by temperature. The example contact meets the condition only roughly: at 4 K \(b\mu\simeq3.1\), and the full integrals give \(v_0=0.022\) V against \(1/(eb)=0.029\) V. At 300 K the example has \(bkT\simeq0.90\), close to the divergence at 1, so energies far above \(\mu\) carry much weight in the linearized integral. There the true transmission lies below its linearized form, because \(\operatorname{artanh}s\) decreases as \(E\) rises. The linearized formula gives 2.9 times the full integral, and moving the lower limit accounts for less than one percent of that result. The full integral is needed there.

Across the doping sweep from \(2\times10^{18}\) to \(5\times10^{19}\) cm\(^{-3}\), \(\rho_c\) falls from \(2.0\times10^{-3}\) to \(1.6\times10^{-7}\ \Omega\,\mathrm{cm^2}\). The mean normal energy of the carriers first falls and then rises, but measured from \(\mu\) it falls throughout, from about 0.30 eV to nearly zero. The late rise reflects the rising Fermi level.

At the doping of the example, the mean donor spacing \(N^{-1/3}\simeq3.7\) nm is not small compared with \(W\). A smooth barrier is then a rough description, and local fluctuations can matter. Equation (5) removes a numerical loss of accuracy; it does not repair the barrier model. The numerical output below gives the remaining values.

## Computed values

```
mass = 0.30 m_e, permittivity = 12
doping = 2.0e+19 cm^-3, barrier phi_B = 0.40 eV
kT at 300 K = 0.025852 eV
mu = 0.082525 eV, mu/kT = 3.1922
barrier top = 0.482525 eV, E00 = 0.043761 eV
depletion width = 5.6568 nm
integral of T*f = 7.33201293e-05 eV
rho_c = 2.80927057e-06 ohm cm^2 = 2.8093e-10 ohm m^2
rho_c from wave-vector sum = 2.80927057e-06 ohm cm^2
adaptive relative error = 5.4e-15
30-digit difference, relative deviation = 3.9e-15
rho_c, Boltzmann occupation = 1.5693e-06 ohm cm^2
rho_c, step occupation = 1.0620e-05 ohm cm^2
v0 = 0.031442 V, unit roundoff u = 1.110e-16
mean s = 0.83792, mean (1-f) = 0.76553
c1 formula = 4.34153 1/V, measured = 4.34157 1/V
relative errors of dJ/dV (medians):
step [V] | one-sided | central | stable central | u*v0/step
1e-02 | 4.8e-02 | 3.9e-03 | 3.9e-03 | 3.5e-16
1e-04 | 4.3e-04 | 3.9e-07 | 3.9e-07 | 3.5e-14
1e-06 | 4.3e-06 | 4.0e-11 | 3.9e-11 | 3.5e-12
1e-08 | 4.3e-08 | 5.4e-10 | 9.3e-15 | 3.5e-10
1e-10 | 4.7e-08 | 4.6e-08 | 5.6e-15 | 3.5e-08
1e-12 | 4.1e-06 | 3.2e-06 | 5.6e-15 | 3.5e-06
1e-14 | 2.9e-04 | 3.1e-04 | 5.6e-15 | 3.5e-04
balanced one-sided step = 8.97e-10 V
its error: predicted 7.8e-09, measured 3.6e-09
loose-mesh relative flux error = 1.731e-09
unequal meshes at 1e-06 V: relative error 5.441e-05
common loose mesh at 1e-06 V: relative error 1.812e-09
4 K: evaluations = 550, adaptive error = 4.2e-12
4 K: uniform panels, equal effort, error = 2.1e-03
N [cm^-3] | mu/kT | E00/kT | rho_c [ohm cm^2] | rho_Boltzmann/rho_c | mean E [eV] | v0 [V]
2e+18 | -0.553 | 0.535 | 1.9675e-03 | 0.9999 | 0.2890 | 0.02585
5e+18 | 0.614 | 0.846 | 2.7783e-04 | 0.9921 | 0.2256 | 0.02595
1e+19 | 1.716 | 1.197 | 3.1954e-05 | 0.8996 | 0.1686 | 0.02701
2e+19 | 3.192 | 1.693 | 2.8093e-06 | 0.5586 | 0.1403 | 0.03144
5e+19 | 6.246 | 2.676 | 1.5605e-07 | 0.0862 | 0.1603 | 0.04669
v0/(kT/e) at mu = -10 kT: 1.000006
```
